# Group overlap of a metal d-pi orbital with a carbon ring, part 2

How strongly does a metal d orbital overlap the pi orbitals of a carbon ring? The metal is at the origin. The ring is a regular polygon of $n\ge3$ carbons, centred on the $z$ axis at height $h>0$, with azimuths $\theta_j=\theta_0+2\pi j/n$ measured from the $x$ axis. The real, normalised pi orbitals $p_j$ turn into one another under rotation by $2\pi/n$, and each is even under reflection in the vertical plane through its own carbon.

Let $R(\theta)$ rotate a function about $z$ by $\theta$. Then

$$R(-\theta)d_{xz}=\cos\theta\,d_{xz}-\sin\theta\,d_{yz}.$$

For a carbon at azimuth zero the overlap with $d_{yz}$ vanishes by reflection, and that with $d_{xz}$ is $S_{\max}$, made positive by the common sign of the $p_j$. So $p_j$ has overlap $S_j=S_{\max}\cos\theta_j$ with $d_{xz}$ and $S_{\max}\sin\theta_j$ with $d_{yz}$.

Rotational symmetry gives the matching ring orbital, one of the $e_1$ pair, its cosine pattern: $\psi=\sum_jc_jp_j$ with $c_j=\sqrt{2/n}\,\cos\theta_j$. This is normalised when carbon-carbon overlap is neglected, $\langle p_i|p_j\rangle=\delta_{ij}$. For $n\ge3$ the geometric sum $\sum_{j=0}^{n-1}q^{\,j}$ with $q=e^{4\pi i/n}$ vanishes, so $\sum_jc_j\cos\theta_j=\sqrt{n/2}$, and the group overlap $G=\langle\psi|d_{xz}\rangle$ is

$$G=\sqrt{\frac n2}\;S_{\max}. \tag{4}$$

It equals the root sum of squares $\sqrt{\sum_jS_j^2}$ and does not depend on $\theta_0$.

The example is iron with a five-carbon ring, Fe-C distance 2.05 Å and C-C distance 1.42 Å. The $p_j$ are parallel to $z$, positive lobe down. The orbitals are those of free atoms, from spherically averaged restricted Hartree-Fock theory in the def2-TZVP basis, with iron in $3d^64s^2$. They give $S_{\max}=0.0756$ and $G=0.1195$; overlaps are pure numbers. The "$^3P$ carbon orbital" is the 2p orbital of the $^3P$ carbon atom from restricted open-shell Hartree-Fock theory.

### From overlap to energy

The interaction energy is governed by matrix elements of the Hamiltonian $H$. Take one carbon on the $x$ axis, and let $H$ be a one-electron Hamiltonian with the $n$-fold rotation and the vertical mirror planes of the metal-ring unit. Rotation by $\theta_j=2\pi j/n$ commutes with $H$, so the argument for a single carbon can be repeated:

$$\langle d_{xz}|H|p_j\rangle=\cos\theta_j\,\langle d_{xz}|H|p_0\rangle-\sin\theta_j\,\langle d_{yz}|H|p_0\rangle .$$

The last element vanishes by reflection in the $xz$ plane. Writing $b=\langle d_{xz}|H|p_0\rangle$, the sum with coefficients $c_j$ is the one already done, and

$$\langle d_{xz}|H|\psi\rangle=\sqrt{\frac n2}\;b .$$

If metal-ring overlap is ignored in the energy problem and the two levels are separated by $\Delta$, large compared with this coupling, second-order perturbation theory moves them apart, each by

$$\frac{|\langle d_{xz}|H|\psi\rangle|^2}{\Delta}=\frac n2\,\frac{b^2}{\Delta}.$$

The number of carbons enters the energy as $n/2$, and the square root belongs to the amplitude. This comparison holds $b$ and $\Delta$ fixed. It gives the dependence on $n$, not the size of the shift. Adding a constant to $H$ changes $b$ by that constant times $S_{\max}$ and leaves $\Delta$ alone. When metal-ring overlap is kept, the coupling for a level of energy $\varepsilon$ is $\sqrt{n/2}\,(b-\varepsilon S_{\max})$, which has the same factor and does not depend on the zero of energy. Nor need $\Delta$ be large for iron with a five-ring. With extended-Hückel parameters (−12.6 eV for Fe 3d, −11.4 eV for C 2p, $K=1.75$) and the overlaps used here, $\Delta=1.2$ eV and the coupling is 2.5 eV in magnitude. The formula would give 5 eV, against 2.0 eV from the exact two-level problem without overlap, so second order fails. Both numbers are also inflated by dropping the overlap at this zero of energy: with the coupling $\sqrt{n/2}\,(b-\varepsilon S_{\max})$ second order gives 0.8 and 1.1 eV, and the two-level problem with overlap moves the levels by −0.5 and +0.8 eV.

### Restoring carbon-carbon overlap

Let $s_m=\langle p_j|p_{j+m}\rangle$ be the overlap of carbons $m$ places apart, counted round the ring, with $s_0=1$. The symmetry argument for the coefficients did not use orthogonality, so $\psi$ keeps its cosine pattern. What changes is its squared norm:

$$\Lambda=\sum_{i,j}c_ic_j\langle p_i|p_j\rangle=\frac2n\sum_{m=0}^{n-1}s_m\sum_j\cos\theta_j\,\cos\!\Bigl(\theta_j+\frac{2\pi m}n\Bigr).$$

The product of cosines is half the cosine of the difference plus half the cosine of the sum:

$$\cos\theta_j\cos\!\Bigl(\theta_j+\frac{2\pi m}n\Bigr)=\frac12\cos\frac{2\pi m}n+\frac12\cos\!\Bigl(2\theta_j+\frac{2\pi m}n\Bigr).$$

Summed over $j$, the last term is the real part of a fixed phase times the geometric sum that was shown to vanish for $n\ge3$. The first term appears $n$ times. The factors $2/n$, $n$ and $\tfrac12$ cancel, and

$$\Lambda=\sum_{m=0}^{n-1}s_m\cos\frac{2\pi m}n. \tag{6}$$

The overlap of the unnormalised $\psi$ with $d_{xz}$ is still $\sqrt{n/2}\,S_{\max}$. Dividing $\psi$ by $\sqrt\Lambda$ gives the corrected group overlap

$$G'=\frac{1}{\sqrt\Lambda}\sqrt{\frac n2}\;S_{\max}. \tag{7}$$

If all $s_m$ with $m\neq0$ vanish, $\Lambda=1$ and (4) returns.

In the five-ring, neighbours overlap by $s_1=0.407$ and second neighbours by $s_2=0.158$. Each occurs twice in (6):

$$\Lambda=1+2(0.4066)\cos72^\circ+2(0.1581)\cos144^\circ=1+0.251-0.256=0.995 .$$

The corrected overlap is $G'=0.1198$, larger than $G$ by 0.2 per cent of $G$. This small change comes from two contributions of about 25 per cent that nearly cancel. It does not show that carbon-carbon overlap is small, and its size depends on the basis: in def2-QZVP $s_2=0.175$, $\Lambda=0.975$ and the change is 1.3 per cent; with a large uncontracted carbon p set that includes diffuse functions $s_2=0.186$, $\Lambda=0.960$ and the change is 2 per cent. If $s_2$ were zero and $s_1$ unchanged, $\Lambda$ would be 1.251 and $G'$ would lie 11 per cent below $G$.

A limit shows why the correction is needed in principle. Put more and more carbons on a circle of fixed radius, at fixed height. Equation (4) grows without bound, yet the overlap of two normalised functions cannot exceed 1. In (6) the carbons are spaced by $2\pi/n$, so for large $n$ the sum approaches an integral,

$$\Lambda\approx\frac n{2\pi}\,I,\qquad I=\int_0^{2\pi}s(\theta)\cos\theta\,d\theta,$$

where $s(\theta)$ is the overlap of two carbon orbitals separated by the angle $\theta$. If $I$ is positive, (7) becomes

$$G'^2\approx\frac n2\,S_{\max}^2\,\frac{2\pi}{nI}=\frac{\pi S_{\max}^2}{I},$$

and $n$ has dropped out. Crowded orbitals add little that is new, and the norm accounts for this.

### The largest overlap depends on ring size

Formula (4) compares a ring with one of its own carbons. To compare different rings, $S_{\max}$ must be known for each. Let $L$ be the metal-carbon distance, $\rho$ the ring radius and $\alpha$ the angle at the metal between the $z$ axis and the line to a carbon, so that $\sin\alpha=\rho/L$ and $\cos\alpha=h/L$. Take the carbon in the $xz$ plane, with its orbital parallel to $z$ and its positive lobe down.

Introduce axes fixed to the metal-carbon line: $\zeta$ along it, $\xi$ perpendicular to it in the $xz$ plane, and $\eta=y$. Then

$$x=\zeta\sin\alpha+\xi\cos\alpha,\qquad z=\zeta\cos\alpha-\xi\sin\alpha .$$

Multiplying these,

$$xz=\sin\alpha\cos\alpha\,(\zeta^2-\xi^2)+\cos2\alpha\;\zeta\xi ,$$

where $\cos^2\alpha-\sin^2\alpha=\cos2\alpha$ was used. The first bracket is not yet a single d orbital, but

$$\zeta^2-\xi^2=\tfrac12(2\zeta^2-\xi^2-\eta^2)-\tfrac12(\xi^2-\eta^2).$$

With a common radial factor $f$, the normalised orbitals are

$$d_{xz}=\sqrt3f\,xz,\quad d_\sigma=\tfrac12f(2\zeta^2-\xi^2-\eta^2),\quad d_\pi=\sqrt3f\,\zeta\xi,\quad d_\delta=\tfrac{\sqrt3}2f(\xi^2-\eta^2).$$

Multiplying the expression for $xz$ by $\sqrt3f$ gives

$$d_{xz}=\sqrt3\sin\alpha\cos\alpha\,d_\sigma+\cos2\alpha\,d_\pi-\sin\alpha\cos\alpha\,d_\delta .$$

The squares of the coefficients add to $4\sin^2\alpha\cos^2\alpha+\cos^22\alpha=\sin^22\alpha+\cos^22\alpha=1$, as they must.

The carbon orbital is $-p_z$, and p orbitals transform like coordinates, so it equals $-\cos\alpha\,p_\zeta+\sin\alpha\,p_\xi$. Define $S_\sigma=-\langle d_\sigma|p_\zeta\rangle$, with the carbon lobe directed at the metal, and $S_\pi=\langle d_\pi|p_\xi\rangle$. Both are positive in the example. The overlaps $\langle d_\sigma|p_\xi\rangle$, $\langle d_\pi|p_\zeta\rangle$ and $\langle d_\delta|p_\xi\rangle$ vanish because the integrand is odd in $\xi$. The overlap $\langle d_\delta|p_\zeta\rangle$ vanishes because it changes sign when $\xi$ and $\eta$ are exchanged. What is left is

$$S_{\max}=\sqrt3\sin\alpha\cos^2\!\alpha\;S_\sigma+\sin\alpha\cos2\alpha\;S_\pi. \tag{8}$$

At 2.05 Å the two diatomic overlaps are $S_\sigma=0.0849$ and $S_\pi=0.1054$. The five-ring has radius 1.208 Å and height 1.656 Å, hence $\sin\alpha=0.589$, $\cos^2\alpha=0.653$ and $\cos2\alpha=0.306$. The two terms are 0.0566 and 0.0190, and their sum is 0.0756, in agreement with the direct integral.

Equation (8) has two simple limits. For $\alpha\to0$ the carbon moves onto the axis and the overlap vanishes, as symmetry demands. For $\alpha=90^\circ$ the metal lies in the plane of the ring and $S_{\max}=-S_\pi$: the downward lobe outside the metal now meets the negative lobe of $d_{xz}$. The overlap must change sign in between. Setting (8) to zero and dividing by $\sin\alpha$, with $\cos2\alpha=2\cos^2\alpha-1$, gives

$$\cos^2\alpha=\frac{S_\pi}{\sqrt3\,S_\sigma+2S_\pi}=0.294,\qquad\alpha\approx57^\circ .$$

### Rings of three to eight carbons

The following values hold the Fe-C distance at 2.05 Å and the C-C distance at 1.42 Å for every ring. They form a geometrical comparison and do not describe a set of known iron complexes.

| $n$ | $\alpha$ (deg) | $S_{\max}$ | $G$ | $G'$ |
|---|---|---|---|---|
| 3 | 23.6 | 0.078 | 0.096 | 0.124 |
| 4 | 29.3 | 0.082 | 0.115 | 0.131 |
| 5 | 36.1 | 0.076 | 0.119 | 0.120 |
| 6 | 43.8 | 0.056 | 0.097 | 0.089 |
| 7 | 53.0 | 0.020 | 0.037 | 0.031 |
| 8 | 64.8 | −0.037 | 0.074 | 0.060 |

From five to six carbons $\sqrt{n/2}$ rises by 10 per cent, but $S_{\max}$ falls by 26 per cent and $G$ falls by 19 per cent. The seven-ring lies close to the angle at which (8) vanishes, and the eight-ring lies beyond it. There the downward choice of phase makes $S_{\max}$ negative. Reversing all the $p_j$ makes it positive, and $G=2\times0.037=0.074$. The factor $\sqrt{n/2}$ alone therefore does not rank rings by their overlap with a metal.

The last column shows how much the neglect of carbon-carbon overlap matters. For three carbons both neighbours enter (6) with $\cos120^\circ=-\tfrac12$, so $\Lambda=1-s_1=0.593$ and $G'$ exceeds $G$ by 30 per cent. For eight carbons $G'$ is 18 per cent below $G$. The neighbour term $2s_1\cos(2\pi/n)$ is negative for three carbons, zero for four and positive for more. With the overlap restored, the largest group overlap in the table belongs to the four-ring instead of the five-ring.

### Ferrocene beside the model

The distances used for the five-ring are close to those of ferrocene, but the real molecule has two rings. Inversion through the metal leaves $d_{xz}$ unchanged and carries the upper ring orbital $\psi$ into a lower one $\psi'$ with the same overlap $G$. If the overlap between the rings is neglected, the normalised sum $(\psi+\psi')/\sqrt2$ has overlap $2G/\sqrt2=\sqrt2\,G=0.169$ with $d_{xz}$. Since $G$ does not depend on the orientation of a ring, this value holds whether the two rings are staggered or eclipsed.

The model covers the pi orbitals only. Ring sigma combinations of the same symmetry also overlap $d_{xz}$: in the five-ring, with carbon-carbon overlap neglected, the group overlap is 0.153 for the carbon 2s orbitals, 0.135 for the tangential and 0.024 for the radial 2p orbitals, against 0.119 for the pi orbitals (0.149, 0.127, 0.027 and 0.120 with that overlap restored). With a large uncontracted carbon p set the tangential value is 0.130 and the pi value 0.117, or 0.120 and 0.119 with the overlap restored. The pi orbitals of a real ring need not equal free-atom ones, but the size of the difference is not settled here: the highest occupied pair of a planar C$_5$H$_5^-$ ring at the same geometry, from Hartree-Fock theory, overlaps $d_{xz}$ by 0.136 in 6-31G, 0.130 in def2-SVP, 0.124 in def2-TZVP (without carbon f and hydrogen d functions) and 0.120 in 6-31+G, against $G'=0.120$. With diffuse and polarisation functions together (6-311+G* or aug-cc-pVDZ on carbon) it is 0.118. The closeness to $G'$ should not be over-read, since $G'$ itself is 0.117 to 0.119 with larger carbon basis sets and 0.130 with the $^3P$ carbon orbital. Among the assumptions behind (4), ferrocene plainly breaks the orthogonality of the carbon orbitals. Within one ring, with the orbitals used here, this moves $G$ by 0.2 per cent. Between the two rings the effect is larger: $\langle\psi|\psi'\rangle=-0.142$, so the squared norm of $(\psi+\psi')/\sqrt2$ is $0.995-0.142=0.853$, and the two-ring overlap rises from 0.169 to 0.183 for staggered and eclipsed rings alike. At 3.3 Å this overlap depends on the tail of the orbital: with a large uncontracted carbon p set $\langle\psi|\psi'\rangle=-0.126$ and the rise is from 0.165 to 0.181, and with the $^3P$ carbon orbital it is $-0.08$ and the rise is only from 0.188 to 0.192. For more compact carbon orbitals, with $s_1$ at most 0.407 and $s_2$ not negative, (6) gives $\Lambda\le1.251$, so $G'$ would be at most 11 per cent below $\sqrt{5/2}$ times its own $S_{\max}$.

The free-atom carbon orbital is probably too diffuse. The averaged calculation spreads two 2p electrons over six spin orbitals, each with occupation $\tfrac13$. The 15 pairs of spin orbitals then enter the mean-field repulsion with weight $\tfrac19$ each, or $\tfrac53$ pairs in all, where two electrons form one pair. The excess repulsion pushes the orbital outward. With the weight reduced to one pair, $s_1$ falls to 0.32 and $s_2$ to 0.10, $\Lambda$ becomes 1.035, and $G'$ lies 1.7 per cent below $G$. The restricted open-shell orbital of the $^3P$ atom is close to this, with $s_1=0.312$, $s_2=0.095$ and $\Lambda=1.040$; it gives $S_{\max}=0.084$, $G=0.133$ and $G'=0.130$ for the five-ring. The iron 3d shell has a smaller excess of the same kind, 16.2 pairs against 15. Removing both moves the zero of (8) to about 60° and changes $G$ for the seven- and eight-rings to 0.056 and 0.035, while the largest $G$ stays at five carbons and the largest $G'$ at four. The iron configuration has a comparable effect. Over $3d^8$, $3d^74s^1$, $3d^64s^2$ and Fe$^{2+}$ $3d^6$ the zero of (8) lies between 54° and 59°, and the largest $G'$ is always at four carbons. For $3d^8$, however, $G$ is 0.140, 0.138 and 0.153 for four, five and eight carbons, so the five-ring no longer leads. These $3d^8$ values are basis-limited: with large uncontracted iron d and carbon p sets they become 0.129, 0.126 and 0.159, and the zero moves to 53°. The ranking by $G'$ is not universal either: with extended-Hückel Slater orbitals (C 2p exponent 1.625; Fe 3d exponents 5.35 and 2.00 with coefficients 0.5505 and 0.6260) the zero lies at 63°, and $G'$ is 0.1518 for four carbons and 0.1523 for five. This is a near tie: the other common Fe 3d set (5.35 and 1.80, coefficients 0.5366 and 0.6678) gives 0.1832 and 0.1825, with the zero at 62°. The values of $S_{\max}$ and $G$ thus depend on the atomic orbitals chosen. Their ratio in (4) does not, as long as the ring symmetry holds and carbon-carbon overlap is neglected. The numerical output lists the single-ring values for the def2-TZVP orbitals with iron in $3d^64s^2$.

## Table of computed values

```
Fe-C distance (input)               2.05 angstrom
C-C distance (input)                1.42 angstrom
electrons in Fe 3d shell            6.000
electrons in C 2p shell             2.000
C5 ring radius                      1.2079 angstrom
height of C5 ring above Fe          1.6563 angstrom
S_max, analytic integral            0.07556
S_max, grid quadrature              0.07556
C5 ring, d_xz: azimuth (deg), overlap, e1 coefficient, product
      0    0.07556    0.63246    0.04779
     72    0.02335    0.19544    0.00456
    144   -0.06113   -0.51167    0.03128
    216   -0.06113   -0.51167    0.03128
    288    0.02335    0.19544    0.00456
group overlap G, sum of products    0.11948
sqrt(5/2)                           1.58114
sqrt(5/2) * S_max                   0.11948
C-C overlap, neighbours             0.40658
C-C overlap, second neighbours      0.15811
squared norm Lambda of e1 orbital   0.99544
G with C-C overlap restored         0.11975
change due to C-C overlap           0.23 %
d_yz: largest overlap in the ring   0.07187
d_yz: that overlap / S_max          0.95106
d_yz: group overlap                 0.11948
d_yz: G / largest overlap in ring   1.66251
n=2, carbons on x: root sum sq/S_max 1.41421
n=2, carbons on y: root sum sq/S_max 0.00000
diatomic overlap S_sigma at Fe-C    0.08493
diatomic overlap S_pi at Fe-C       0.10539
same Fe-C and C-C distances for every ring (lengths in angstrom):
n  radius  height  alpha/deg  S_max     G        G/|S_max| G with C-C
3  0.8198  1.8789   23.57     0.07809  0.09564  1.22474   0.12415
4  1.0041  1.7873   29.33     0.08162  0.11543  1.41421   0.13072
5  1.2079  1.6563   36.10     0.07556  0.11948  1.58114   0.11975
6  1.4200  1.4785   43.84     0.05596  0.09692  1.73205   0.08862
7  1.6364  1.2348   52.96     0.01953  0.03653  1.87083   0.03125
8  1.8553  0.8719   64.83    -0.03678  0.07356  2.00000   0.06002
```
